# Exterior complex scaling on a grid: outgoing waves and laser gauges, part 1

(Sections cited here and not found follow in the second part.)

## First half: the contour, the jump and the outgoing waves

### The situation

A strong laser pulse tears an electron from an atom. In a real-time calculation the orbital is stored on a grid, and the grid ends somewhere. When the escaping part reaches the end, the wall sends it back, and the returning wave spoils the density, the dipole moment and, in time-dependent density functional theory, the potential computed from them. We want a layer around the atom in which the escaping wave dies out, while the orbital near the atom stays as it would be on an infinite grid.

Exterior complex scaling does this by continuing the wavefunction to complex positions beyond a radius $R_0$. It adds no absorbing potential. Three questions arise: what happens at the corner where the path turns into the complex plane, which waves are damped, and why the form of the laser coupling matters.

Atomic units are used and the electron moves in one dimension. The potential $V(x,t)$ is real and treated as given. In a Kohn–Sham calculation it is rebuilt from the density at each step, but each orbital still obeys a linear equation of this kind during the step.

### Contour and main statement

Let $0<\theta<\pi/2$. The contour is

$$R(x)=\begin{cases}x, & |x|\le R_0,\\ \pm\left[R_0+a\,e^{i\theta}\right], & |x|>R_0,\end{cases}\qquad a=|x|-R_0,$$

with the upper sign on the right and the lower on the left. The number $a\ge 0$ is the depth in the layer. On both sides $R'(x)=dR/dx=e^{i\theta}$, because on the left $da/dx=-1$ cancels the overall minus sign. The scaled wavefunction is the original one evaluated on the contour,

$$\varphi(x,t)=\psi(R(x),t).$$

For $|x|\le R_0$ it is the physical wavefunction. In the layer $|\varphi|^2$ is not a probability density.

**Assumptions.** The potential $V$ and the initial state $\psi_0$ are smooth and vanish outside a closed interval lying strictly within $|x|<R_0$, and the solution $\psi$ is smooth in $x$. The laser field depends on time alone and is described by a bounded vector potential $A(t)$. Unless a finite length $L$ is named, the layer is infinitely deep.

**Theorem.**

1. The function $\varphi$ is continuous, and its slope jumps at the corner: $\varphi'(R_0^+)=e^{i\theta}\varphi'(R_0^-)$. A three-point stencil with complex steps contains this condition.
2. An outgoing wave of any momentum $k>0$ decays in the layer as $e^{-ka\sin\theta}$. The rate tends to zero with $k$, so a layer of finite length reflects slow waves.
3. In velocity gauge, a wavefunction that starts near the atom continues to the contour and falls off in the layer like a Gaussian in $a$.
4. In length gauge, the propagator from time $t'$ to $t$ on the field-driven contour with $V=0$ is unbounded whenever $A(t)\neq A(t')$.

In practice the assumption on $V$ can be relaxed if its tail is analytic and stays bounded in the whole region between the real axis and the contour. Being analytic is not enough: the tail of $-e^{-x^2}$ grows without limit deep in the layer when $\theta>45^\circ$. A tail known only as numbers on the real axis cannot be used in this way. A bound initial state with tail $e^{-\kappa x}$ is also admissible in practice, since the tail continues to $e^{-\kappa R(x)}$, of modulus $e^{-\kappa R_0-\kappa a\cos\theta}$. This decays because $\theta<\pi/2$.

### The jump condition

**Lemma 1.** If $\psi$ and $d\psi/dR$ are continuous along the contour, then

$$\varphi(R_0^+)=\varphi(R_0^-),\qquad \varphi'(R_0^+)=e^{i\theta}\varphi'(R_0^-).$$

*Proof.* The first equation is continuity of $\psi$. The chain rule gives $\varphi'(x)=R'(x)\,d\psi/dR$. Just inside the corner $R'=1$ and just outside $R'=e^{i\theta}$, while $d\psi/dR$ is the same. Dividing the two slopes gives the factor $e^{i\theta}$. ∎

At the left corner the same argument gives the slope in the layer as $e^{i\theta}$ times the slope inside.

Another convention includes the root of the Jacobian, $\tilde\varphi(x)=\sqrt{R'(x)}\,\psi(R(x))$. The extra factor is $e^{i\theta/2}$ outside and $1$ inside. The value then jumps by $e^{i\theta/2}$ and the slope by $e^{i\theta/2}e^{i\theta}=e^{3i\theta/2}$. The physics is the same. We keep $\varphi$, whose continuity suits a grid.

### The stencil

The chain rule also turns $d/dR$ into $(1/R')\,d/dx$. Without the laser, the scaled equation is

$$i\,\partial_t\varphi=-\frac12\frac1{R'}\frac{d}{dx}\left(\frac1{R'}\frac{d\varphi}{dx}\right)+V\varphi .$$

**Lemma 2.** Let $h_-$ and $h_+$ be the complex contour steps to the left and right of a node, each equal to $h$ or $he^{i\theta}$, and let $m=(h_-+h_+)/2$. Linear elements with lumped mass give

$$-\frac12\frac{d^2\psi}{dR^2}\to-\frac1{2m}\left[\frac{\varphi_+-\varphi_0}{h_+}-\frac{\varphi_0-\varphi_-}{h_-}\right],\qquad \frac{d\psi}{dR}\to\frac{\varphi_+-\varphi_-}{2m}.$$

The jump condition is the natural condition of the underlying weak form.

*Proof.* Multiply the scaled equation by $R'\chi$, where $\chi$ is a continuous test function that vanishes at the ends, and integrate. No complex conjugate is taken. Integrating the kinetic term by parts separately on the two sides of the right corner gives

$$-\frac12\int\chi\left(\frac{\varphi'}{R'}\right)'dx=\frac12\int\frac{\chi'\varphi'}{R'}\,dx-\frac12\chi(R_0)\left[\frac{\varphi'}{R'}\bigg|_{R_0^-}-\frac{\varphi'}{R'}\bigg|_{R_0^+}\right].$$

The weak form keeps the integral and no corner term:

$$\frac12\int\frac{\chi'\varphi'}{R'}\,dx+\int R'V\chi\varphi\,dx=i\int R'\chi\,\partial_t\varphi\,dx .$$

If this holds for every $\chi$, the bracket must vanish, because $\chi(R_0)$ is arbitrary. A vanishing bracket means that $\varphi'/R'$ is continuous, which is Lemma 1. The left corner works in the same way.

Now take $\chi$ to be the hat function of one node, equal to $1$ there and falling linearly to $0$ at its neighbours. On the left interval $\chi'=1/h$, $\varphi'=(\varphi_0-\varphi_-)/h$, and the interval has real length $h$. Its contribution is $\frac12(\varphi_0-\varphi_-)/(hR')=\frac12(\varphi_0-\varphi_-)/h_-$. On the right $\chi'=-1/h$, and the contribution is $-\frac12(\varphi_+-\varphi_0)/h_+$. The trapezium rule replaces $\int R'\chi\varphi\,dx$ by $(h_-/2+h_+/2)\varphi_0=m\varphi_0$. Division by $m$ gives the first formula.

For the first derivative, $\int R'\chi\,(\varphi'/R')\,dx=\int\chi\varphi'\,dx$. The hat function has integral $h/2$ on each side, so the result is $\frac12(\varphi_0-\varphi_-)+\frac12(\varphi_+-\varphi_0)=\frac12(\varphi_+-\varphi_-)$. Division by $m$ gives the second formula. ∎

No separate equation for the corner has to be imposed. The change from $h$ to $he^{i\theta}$ does the work. For $\theta=30^\circ$, $h=0.1$ bohr and $k=1$, a driven wave on the grid has the slope ratio $0.861+0.503i$, compared with $e^{i\theta}=0.866+0.500i$. The difference is about half a percent. The grid waves and the one-sided differences used to read off the slopes both have relative errors of order $k^2h^2=0.01$.

### Every outgoing momentum decays

**Lemma 3.** For $k>0$, an outgoing wave has modulus $e^{-ka\sin\theta}$ in the layer, and an incoming wave has modulus $e^{+ka\sin\theta}$.

*Proof.* On the right the outgoing wave is $e^{ikx}$. On the contour it becomes

$$e^{ikR}=e^{ikR_0}\,e^{ika\cos\theta}\,e^{-ka\sin\theta},$$

because $i e^{i\theta}=i\cos\theta-\sin\theta$. The first two factors have modulus one. On the left the outgoing wave is $e^{-ikx}$, and $-R=R_0+ae^{i\theta}$ gives the same expression. Reversing the sign of $k$ gives the incoming wave. ∎

The direction of travel decides between decay and growth. The layer therefore damps a wave on its way out. If something is sent back from depth $a$, its amplitude at the corner is smaller than at its origin by $e^{-ka\sin\theta}$, so it is damped on the way in as well.

On the grid with $\theta=30^\circ$ and $h=0.1$ bohr, the measured rates for $k=0.5$, $1$ and $2$ are $0.2501$, $0.5004$ and $1.0033$ per bohr. The law $k\sin\theta$ gives $0.25$, $0.5$ and $1$. The small excess can be derived. On a uniform grid with complex step $\eta$, a wave $\varphi_j=e^{iqj}$ of energy $k^2/2$ obeys

$$\frac{2-2\cos q}{\eta^2}=k^2,\qquad\text{or}\qquad 2\sin\frac q2=k\eta .$$

Hence $q=2\arcsin(k\eta/2)\approx k\eta+k^3\eta^3/24$. With $\eta=he^{i\theta}$, the decay rate is $\operatorname{Im}q/h\approx k\sin\theta+k^3h^2\sin(3\theta)/24$. For $k=2$ the last term is $8\times0.01/24=0.0033$, as observed.

### What a finite layer reflects

**Lemma 4.** A hard wall at depth $L$ gives the reflection amplitude $|r|=e^{-2kL\sin\theta}$.

*Proof.* The wave $e^{ikR}+r\,e^{-ikR}$ must vanish at $R=R_0+Le^{i\theta}$. Therefore $r=-e^{2ik(R_0+Le^{i\theta})}$, and the modulus follows as in Lemma 3. ∎

The statement that all momenta decay thus holds for each $k>0$ but not with a common rate. With $L=60$ bohr and $\theta=30^\circ$ the exponent is $60k$. For $k=0.1$ this gives $e^{-6}=0.0025$, and for $k=0.05$ it gives $e^{-3}=0.050$. The grid gives $0.0025$ and $0.050$. Five percent of the amplitude of the slower wave comes back. Doubling the layer length reduces this to $0.0025$, but at any fixed length still slower waves are reflected.

**Lemma 5.** With the stencil of Lemma 2 and $kh\ll1$, the corner reflects with amplitude $|r|\approx k^2h^2\sin\theta/8$.

*Proof.* The corner equation for energy $k^2/2$, multiplied by $-2m$, is

$$\frac{\varphi_+-\varphi_0}{h_+}-\frac{\varphi_0-\varphi_-}{h_-}=-\frac{k^2(h_-+h_+)}2\,\varphi_0 .$$

Collect the right-hand quantities on one side:

$$\frac{\varphi_+-\varphi_0}{h_+}+\frac{k^2h_+}2\varphi_0=\frac{\varphi_0-\varphi_-}{h_-}-\frac{k^2h_-}2\varphi_0 .$$

Count nodes from the corner. Inside, $\varphi_j=e^{iq_-j}+r\,e^{-iq_-j}$. Outside, $\varphi_j=s\,e^{iq_+j}$. Continuity at $j=0$ gives $s=1+r$. The dispersion relation gives $k^2h_\pm/2=(1-\cos q_\pm)/h_\pm$. The left side becomes $s(e^{iq_+}-\cos q_+)/h_+=i\,s\,Z_+$ with $Z_\pm=\sin q_\pm/h_\pm$. On the right side the incident wave gives $(\cos q_--e^{-iq_-})/h_-=iZ_-$, and the reflected wave gives $-iZ_-r$. Hence

$$(1+r)Z_+=(1-r)Z_-,\qquad r=\frac{Z_--Z_+}{Z_-+Z_+}.$$

From $\sin^2q=1-(1-k^2\eta^2/2)^2=k^2\eta^2(1-k^2\eta^2/4)$ we have $Z=k\sqrt{1-k^2\eta^2/4}\approx k(1-k^2\eta^2/8)$. To leading order the numerator is $k^3h^2(e^{2i\theta}-1)/8$ and the denominator is $2k$. Since $|e^{2i\theta}-1|=2\sin\theta$, the stated result follows. ∎

For $h=0.1$ bohr and $k=2$ the law gives $4\times0.01\times0.5/8=0.0025$, and the grid gives $0.00252$. Halving $h$ reduces this to $0.00063$, a factor of four. Fast waves are therefore limited by the step and slow ones by the layer length.

**Remark: the jump left out.** Suppose the kinetic energy is rotated in the layer but the slope is kept continuous in $x$. Matching $e^{ikx}+re^{-ikx}$, with $x$ counted from the corner, to a wave in the layer then gives $1-r=e^{i\theta}(1+r)$, so

$$r=\frac{1-e^{i\theta}}{1+e^{i\theta}}=-i\tan\frac\theta2 .$$

This does not depend on $k$ and does not shrink with $h$. For $\theta=30^\circ$ it is $0.268$. The grid gives $0.268$ at $k=0.5$ and $0.266$ at $k=2$. The decay inside the layer is intact in this case. The wrong corner alone returns about a quarter of the amplitude.

## Second half: moving packets, laser fields and the choice of gauge

### Symbols and results carried over

The contour is $R(x)=x$ for $|x|\le R_0$ and $R(x)=\pm[R_0+ae^{i\theta}]$ outside, where $a=|x|-R_0$ is the depth, $L$ the layer length and $0<\theta<\pi/2$. The scaled wavefunction is $\varphi(x,t)=\psi(R(x),t)$. It is continuous, and $\varphi'/R'$ is continuous at the corners. An outgoing wave of momentum $k>0$ has modulus $e^{-ka\sin\theta}$ in the layer. The potential $V$ and the initial state $\psi_0$ are smooth and lie strictly within $|x|<R_0$. The grid has step $h$. Atomic units are used.

### Two forms of the laser coupling

The electron has charge $-1$, the field is $E(t)=-dA/dt$, and $p=-i\,d/dx$. The two Hamiltonians are

$$H_V=\tfrac12(p+A)^2+V,\qquad H_L=\tfrac12p^2+V+xE .$$

**Lemma 6.** If $\psi_V$ solves the velocity-gauge equation, then $\psi_L=e^{iAx}\psi_V$ solves the length-gauge equation.

*Proof.* The product rule gives $p\,(e^{iAx}f)=e^{iAx}(p+A)f$. Applied twice, it gives $\frac12p^2\psi_L=e^{iAx}\frac12(p+A)^2\psi_V$. The time derivative is

$$i\,\partial_t\psi_L=e^{iAx}\left(-\frac{dA}{dt}x+H_V\right)\psi_V=\left(xE+\tfrac12p^2+V\right)\psi_L,$$

since $-dA/dt=E$. ∎

On the real axis $e^{iAx}$ is a phase, and the two gauges have the same density. On the contour it becomes $e^{iAR(x)}$, with

$$\left|e^{iAR}\right|=e^{-Aa\sin\theta}\ \text{(right)},\qquad \left|e^{iAR}\right|=e^{+Aa\sin\theta}\ \text{(left)}.$$

It is no longer a phase, and on one side it grows without bound with depth. This is the origin of the trouble.

### Velocity gauge: packets in the layer

For $V=0$, a plane wave $e^{ikx}$ in velocity gauge keeps its form and gains the phase $-\frac12\int(k+A)^2dt$. This is a Volkov wave. Its canonical momentum $k$ is constant, while its kinetic momentum is $k+A(t)$. In the layer its modulus is $e^{-ka\sin\theta}$ at all times, even while the field drives the electron inward and $k+A$ is negative.

A packet contains many momenta, including negative ones, so a wave-by-wave argument is not enough. The propagator treats all of them together. Let $\tau=t-t'$ and $\alpha=\int_{t'}^tA\,dt''$. The phase of the Volkov wave is $-k^2\tau/2-k\alpha-\frac12\int A^2dt''$. Integrating over $k$ with weight $1/2\pi$ gives

$$K_V(X,y)=\frac1{\sqrt{2\pi i\tau}}\exp\left[\frac{i(X-y-\alpha)^2}{2\tau}-\frac i2\int_{t'}^tA^2dt''\right].$$

For $\tau>0$ this is analytic in $X$, so it can be evaluated on the contour.

We have found the slope jump at the corner, the damping of outgoing waves and the reflections from a finite layer and its grid, and have derived the velocity-gauge propagator for $V=0$. It remains to prove the theorem's statements about the two gauges and to test both on an ionized model atom.
